\section*{Stiffness of a close-packed solid-on-solid step, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: from kink energies to the stiffness}

\subsection{What goes wrong without the stiffness}

A step on a growing surface wanders about its mean line. To find how far, one needs the cost of bending it, and the free energy of the step per unit length seems the obvious candidate. Take a step with rough parameters for silicon (001) at 900 K, discussed in the second half. Its free energy per length is about 0.045 eV/nm. If this number is used as the resistance to bending, a free piece of step 100 nm long should wander by about 13 nm. In the same model the correct wander is 4.3 nm.

The error has a simple origin. A tilted step is longer than a straight one, and the free energy per length accounts for that. On a lattice, however, the free energy per length itself changes with the tilt, because a tilted step has a different population of kinks. The quantity that holds both effects is the stiffness
\begin{equation}
\tilde\beta(\theta)=\beta(\theta)+\frac{d^2\beta}{d\theta^2},
\label{eq:def}
\end{equation}
where $\beta(\theta)$ is the step free energy per true length and $\theta$ is the angle between the mean step direction and the close-packed direction. For the step above, $\tilde\beta(0)$ is about nine times $\beta(0)$. Where kinks are cheap, it can instead be smaller than $\beta(0)$.

\subsection{The model}

The surface lattice is square with spacing $a$. The step runs on average along $y$, a close-packed direction, and is cut into columns of width $a$. In each column the edge has one position, an integer multiple of $a$ in the perpendicular direction $x$. This is the solid-on-solid condition: it excludes overhangs of the edge, and also islands and vacancies on the terraces beside it.

Let $n_i$ be the jump of the edge, in units of $a$, between column $i$ and the next. The energy of a step of $M$ columns is
\begin{equation}
E=M e_0+e\sum_{i=1}^{M}|n_i| ,\qquad n_i=0,\pm1,\pm2,\dots
\label{eq:energy}
\end{equation}
Here $e_0$ is the energy of one column of straight edge, and $e>0$ is the energy per unit of kink height. A jump of two units costs $2e$, with no extra charge for the corners. The step does not interact with other steps, and it is in thermal equilibrium at temperature $T$. We write
\begin{equation}
u=\frac{e}{kT},\qquad z=e^{-u},\qquad 0<z<1 .
\end{equation}
The statement to be shown is that, for a long step,
\begin{equation}
\boxed{\;\tilde\beta(0)=\frac{2kT}{a}\,\sinh^2\!\frac{e}{2kT}\;}
\label{eq:result}
\end{equation}

\subsection{Free energy per projected length}

The columns count length along $y$, not along the tilted step. It is therefore convenient to use the free energy $f(p)$ per unit length of $y$, at mean slope $p=dx/dy=\tan\theta$. A piece of true length $ds$ covers $dy=\cos\theta\,ds$, so
\begin{equation}
\beta(\theta)=f(\tan\theta)\cos\theta .
\end{equation}
We differentiate, using $dp/d\theta=1/\cos^2\theta$ and writing a prime on $f$ for $d/dp$:
\begin{align}
\frac{d\beta}{d\theta}&=\frac{f'}{\cos\theta}-f\sin\theta,\\
\frac{d^2\beta}{d\theta^2}&=\frac{f''}{\cos^3\theta}
+f'\frac{\sin\theta}{\cos^2\theta}
-f'\frac{\sin\theta}{\cos^2\theta}-f\cos\theta .
\end{align}
The second term comes from differentiating $1/\cos\theta$, the third from differentiating $f$ in the product $f\sin\theta$. They cancel. The last term is $-\beta$, and therefore
\begin{equation}
\tilde\beta(\theta)=\frac{f''(p)}{\cos^3\theta}=(1+p^2)^{3/2}f''(p),
\qquad \tilde\beta(0)=f''(0).
\label{eq:geometry}
\end{equation}

A constant added to $f$ has no second derivative. The straight-edge energy $e_0$ therefore contributes to $\beta$ but not to $\tilde\beta$.

Equation \eqref{eq:geometry} also shows why the stiffness governs wandering. The reflection $x\to-x$ leaves the model unchanged, so $f$ is even in $p$, and for a gently sloping step
\begin{equation}
\int f\,dy\simeq\int\left[f(0)+\frac{\tilde\beta(0)}{2}\left(\frac{dx}{dy}\right)^2\right]dy .
\label{eq:capillary}
\end{equation}
The cost of a small slope is set by $\tilde\beta(0)$. Had $\beta$ been independent of angle, $\tilde\beta$ would have been equal to $\beta$, and (\ref{eq:capillary}) would have counted extra length alone.

\subsection{Fixing the slope with a field}

A step with slope $p$ has a given total displacement $H=\sum_i n_i=Mp$. Its statistical weight, with the factor from $e_0$ set aside, is
\begin{equation}
W(M,H)=\sum_{n_1+\dots+n_M=H}\;\prod_{i=1}^{M}z^{|n_i|}.
\end{equation}
The constraint couples the columns. To decouple them, multiply each jump weight by $e^{\eta n}$ and define
\begin{equation}
G(\eta)=\sum_{n=-\infty}^{\infty}z^{|n|}e^{\eta n},\qquad |\eta|<u .
\label{eq:G}
\end{equation}
The bound on $\eta$ makes the sum converge. The dimensionless field $\eta$ favours jumps of one sign and so tilts the step. In this field the jumps are independent, each with probability $z^{|n|}e^{\eta n}/G$. The probability that $M$ of them add up to $H$ is
\begin{equation}
P_\eta(H)=\frac{W(M,H)\,e^{\eta H}}{G(\eta)^M},
\end{equation}
because the product of the factors $e^{\eta n_i}$ is $e^{\eta H}$ for every configuration that counts. Taking the logarithm gives an identity valid for any allowed $\eta$:
\begin{equation}
\ln W(M,H)=M\ln G(\eta)-\eta H+\ln P_\eta(H).
\label{eq:identity}
\end{equation}

We choose $\eta$ so that the wanted displacement is the mean one. The mean and variance of a single jump follow by differentiating (\ref{eq:G}), since each derivative brings down a factor $n$:
\begin{align}
\langle n\rangle_\eta&=\frac{G'}{G}=\frac{d\ln G}{d\eta},\\
V(\eta)&=\langle n^2\rangle_\eta-\langle n\rangle_\eta^2
=\frac{G''}{G}-\left(\frac{G'}{G}\right)^2=\frac{d^2\ln G}{d\eta^2}.
\end{align}
The choice is therefore
\begin{equation}
p=\frac{d\ln G}{d\eta}.
\label{eq:slope}
\end{equation}
It fixes $\eta$ uniquely, because $dp/d\eta=V>0$.

With this choice $H$ lies at the centre of the distribution $P_\eta$. The jumps are independent, have finite variance and can take every integer value. For large $M$ their sum therefore has a Gaussian distribution near its mean, and
\begin{equation}
P_\eta(Mp)\simeq\frac{1}{\sqrt{2\pi M V}} .
\end{equation}
Its logarithm grows only as $\ln M$, while the other terms in (\ref{eq:identity}) grow as $M$. The free energy per projected length is $-kT\ln W/(Ma)$ plus the straight-edge part $e_0/a$. For $M\to\infty$,
\begin{equation}
\frac{a f(p)}{kT}=\frac{e_0}{kT}+\eta p-\ln G(\eta).
\label{eq:legendre}
\end{equation}
For finite $M$ the Gaussian factor adds $\ln(2\pi MV)/(2M)$ to the right-hand side. The part of this that depends on slope is $\ln V/(2M)$, so the stiffness of a finite step differs from the limit by a term of order $1/M$.

\subsection{The stiffness is an inverse variance}

Differentiate (\ref{eq:legendre}) with respect to $p$, remembering that $\eta$ depends on $p$:
\begin{equation}
\frac{a f'}{kT}=\eta+p\frac{d\eta}{dp}-\frac{d\ln G}{d\eta}\frac{d\eta}{dp}=\eta .
\end{equation}
The last two terms cancel by (\ref{eq:slope}). One more derivative gives
\begin{equation}
\frac{a f''}{kT}=\frac{d\eta}{dp}=\frac{1}{dp/d\eta}=\frac{1}{V(\eta)} .
\label{eq:inverse}
\end{equation}
At zero slope the weights are symmetric in $n$, so $\eta=0$, $\langle n\rangle=0$ and $V=\langle n^2\rangle$. With (\ref{eq:geometry}),
\begin{equation}
\tilde\beta(0)=\frac{kT}{a\langle n^2\rangle}.
\label{eq:inversezero}
\end{equation}
A step that has many or high kinks at zero tilt is soft: a small slope can be made by slightly favouring kinks of one sign over the other. A step with few kinks has little to rearrange, and it is stiff.

If the column width is $a_\parallel$ and the kink unit is $a_\perp$, the slope is $p=a_\perp\langle n\rangle/a_\parallel$. The free energy is then divided by $a_\parallel$, and each derivative with respect to $p$ carries a factor $a_\parallel/a_\perp$. The result is $\tilde\beta(0)=kT\,a_\parallel/(a_\perp^2\langle n^2\rangle)$, which returns to (\ref{eq:inversezero}) for equal spacings.

\subsection{The mean square jump}

Two sums are needed. The first is the normalization, with one term for $n=0$ and two equal geometric series for $n>0$ and $n<0$:
\begin{equation}
G(0)=1+2\sum_{n=1}^{\infty}z^n=1+\frac{2z}{1-z}=\frac{1+z}{1-z}.
\label{eq:norm}
\end{equation}
For the second, apply $z\,d/dz$ twice to $\sum_{n\ge0} z^n=1/(1-z)$, since each application multiplies the term $z^n$ by $n$:
\begin{align}
\sum_{n=1}^{\infty}n z^n&=z\frac{d}{dz}\frac{1}{1-z}=\frac{z}{(1-z)^2},\\
\sum_{n=1}^{\infty}n^2z^n&=z\left[\frac{1}{(1-z)^2}+\frac{2z}{(1-z)^3}\right]
=\frac{z(1+z)}{(1-z)^3}.
\end{align}
Both signs of $n$ contribute equally, hence
\begin{equation}
\langle n^2\rangle=\frac{2z(1+z)}{(1-z)^3}\,\frac{1-z}{1+z}=\frac{2z}{(1-z)^2}.
\label{eq:msq}
\end{equation}
To bring this to hyperbolic form, take a factor $z^{1/2}$ out of $1-z$:
\begin{equation}
1-z=z^{1/2}\left(z^{-1/2}-z^{1/2}\right)=2z^{1/2}\sinh\frac{u}{2}.
\end{equation}
The square is $4z\sinh^2(u/2)$, and
\begin{equation}
\langle n^2\rangle=\frac{1}{2\sinh^2(u/2)} .
\label{eq:msqhyp}
\end{equation}
Inserting this in (\ref{eq:inversezero}) gives (\ref{eq:result}). The factor 2 in front is the 4 from the square of $2\sinh(u/2)$ divided by the 2 for the two signs of kink, and the argument $e/2kT$ comes from the square root of $z$.

The same sums give the step free energy itself. At zero slope (\ref{eq:legendre}) reads $af(0)=e_0-kT\ln G(0)$. Since $(1+z)/(1-z)=\coth(u/2)$,
\begin{equation}
\beta(0)=\frac{e_0}{a}+\frac{kT}{a}\ln\tanh\frac{e}{2kT}.
\label{eq:tension}
\end{equation}
The second term is negative, because the freedom to form kinks lowers the free energy.

\subsection{A test from the angular definition}

The derivation passed from fixed ends to a field, and from there to a variance. The result can be tested without either device. The weight $W(M,H)$ was built by adding columns numerically, for ends at equal height and for ends displaced by one unit. The two free energies give $\beta$ at $\theta=0$ and at $\theta=\arctan(1/M)$, and their difference gives $\beta+\beta''$ as in (\ref{eq:def}). This was done for 512 and 1024 columns, and the two values were combined so that the correction of order $1/M$ drops out. The ratio to (\ref{eq:result}) is 0.99999 for $e/kT=1$ and 0.99997 for $e/kT=2.32$.

\subsection{Low and high temperature}

For $e\gg kT$, $\sinh(u/2)\simeq e^{u/2}/2$, and
\begin{equation}
\tilde\beta(0)\simeq\frac{kT}{2a}\,e^{e/kT}.
\label{eq:lowT}
\end{equation}
Kinks are then rare and nearly all of unit height, $\langle n^2\rangle\simeq2z$. The stiffness grows without bound on cooling, although $\beta(0)$ tends to the finite value $e_0/a$. Their ratio therefore grows without bound on cooling, and so does the factor by which the wander is overestimated if $\beta(0)$ is used in place of the stiffness.

For $e\ll kT$, $\sinh(u/2)\simeq u/2$, and
\begin{equation}
\tilde\beta(0)\simeq\frac{e^2}{2akT}.
\label{eq:highT}
\end{equation}
High jumps are then common. In this limit the algebra is sound, but whether the model is depends on $e_0$: unless edges along the step are costly, an edge that is so rough also forms overhangs.

Between the limits the stiffness falls with temperature throughout, if $e$ is held fixed. From (\ref{eq:result}),
\begin{equation}
\frac{d\ln\tilde\beta(0)}{d\ln T}=1-u\coth\frac{u}{2}\le-1 ,
\label{eq:slopeT}
\end{equation}
where the first term comes from the prefactor $T$ and the second from $du/d\ln T=-u$. The inequality follows from $\tanh(u/2)\le u/2$, which makes $u\coth(u/2)\ge2$.

\section{Second half: wandering, a worked case and the limits of the model}

\subsection{Symbols and results taken over}

A step on a square lattice of spacing $a$ has independent integer jumps $n$ between columns, with energy $e|n|$. We use $u=e/kT$ and $z=e^{-u}$. The slope is $p=\tan\theta$, and $V$ is the variance of a jump in the field $\eta$ that produces this slope. The results needed are
\begin{equation}
\tilde\beta(\theta)=(1+p^2)^{3/2}\frac{kT}{aV},\qquad
\tilde\beta(0)=\frac{kT}{a\langle n^2\rangle}=\frac{2kT}{a}\sinh^2\frac{u}{2},
\label{eq:recall}
\end{equation}
together with $\langle n^2\rangle=2z/(1-z)^2$, the generating sum $G(\eta)=\sum_n z^{|n|}e^{\eta n}$, and the step free energy $\beta(0)=e_0/a+(kT/a)\ln\tanh(u/2)$, where $e_0$ is the energy of one column of straight edge.

\subsection{How far a step wanders}

Hold one end of an untilted step and follow it over a length $y$, that is, over $y/a$ columns. The jumps are independent with zero mean, so their variances add:
\begin{equation}
\langle\Delta x^2\rangle=a^2\,\frac{y}{a}\,\langle n^2\rangle=\frac{kT}{\tilde\beta(0)}\,y .
\label{eq:wander}
\end{equation}

Now pin both ends at the same $x$, a distance $L$ apart. The midpoint is reached by two independent halves of length $L/2$. For long halves each has a Gaussian distribution of variance $s^2=kTL/(2\tilde\beta)$. Both must arrive at the same point, so the two Gaussians are multiplied:
\begin{equation}
e^{-x^2/2s^2}\,e^{-x^2/2s^2}=e^{-x^2/s^2},\qquad
\langle x^2\rangle=\frac{s^2}{2}=\frac{kTL}{4\tilde\beta(0)} .
\label{eq:mid}
\end{equation}
The midpoint variance was also computed by explicit summation over pinned steps of 512 and 1024 columns at $u=2.32$. With the correction of order $1/M$ removed as before, its ratio to (\ref{eq:mid}) is 1.00000.

We have derived the stiffness of a close-packed step from its kink energy in the solid-on-solid model, and shown how it sets the wander of free and pinned steps. What remains is the effect of curvature on step flow, a worked example for Si(001), and the corrections and limits of the model.
